# Shortest Two-Component ALD Supercycles from Continued Fractions: test program

```python
"""
Result under test: among all positive integer pairs a:b whose ratio lies in a
closed window [low, high], the continued-fraction interval algorithm finds the
pair with both the smallest a and the smallest b. It therefore gives the
shortest two-component ALD supercycle and the smallest repeat thickness.

a, b       : numbers of Zr-oxide and Hf-oxide cycles in one supercycle
s_zr, s_hf : cations deposited per nm^2 in one cycle
density    : cations per nm^3, taken equal in the two oxides
word       : cycle order, with 1 for Zr and 0 for Hf
x          : Zr / (Zr + Hf) in the deposited film
Growth data are rough typical values; surface changes are assumed test values.
"""
from fractions import Fraction as Fr
from math import ceil, floor, gcd, pi, sin, sqrt, log, exp
import itertools
import random
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq


def simplest_quotients(low, high):
    quotients = []
    while True:
        candidate = ceil(low)
        if candidate <= high:
            return quotients + [candidate]
        whole = floor(low)
        quotients.append(whole)
        low, high = 1 / (high - whole), 1 / (low - whole)


def fraction_from(quotients):
    value = Fr(quotients[-1])
    for quotient in reversed(quotients[:-1]):
        value = quotient + 1 / value
    return value


def simplest(low, high):
    return fraction_from(simplest_quotients(low, high))


def expansion(value):
    result = []
    while True:
        whole = floor(value)
        result.append(whole)
        if value == whole:
            return result
        value = 1 / (value - whole)


def intermediate_fractions(value):
    older, newer = (0, 1), (1, 0)
    found = set()
    for quotient in expansion(value):
        for t in range(1, quotient + 1):
            found.add((older[0] + t * newer[0], older[1] + t * newer[1]))
        following = (older[0] + quotient * newer[0],
                     older[1] + quotient * newer[1])
        older, newer = newer, following
    return found


def exhaustive_minima(low, high):
    ln, ld = low.numerator, low.denominator
    hn, hd = high.numerator, high.denominator
    b = 1
    while -(-ln * b // ld) > hn * b // hd:
        b += 1
    a = 1
    while -(-a * hd // hn) > a * ld // ln:
        a += 1
    n = 2
    while -(-n * ln // (ln + ld)) > n * hn // (hn + hd):
        n += 1
    return a, b, n


def even_word(a, b):
    n = a + b
    return [(j + 1) * a // n - j * a // n for j in range(n)]


# Minimality, intermediate fractions and bounds on random windows.
rng = random.Random(14)
fib = [0, 1]
while len(fib) < 60:
    fib.append(fib[-1] + fib[-2])
window_count = 400
for _ in range(window_count):
    low = Fr(rng.randint(1, 5000), rng.randint(1000, 2000))
    high = low + Fr(1, rng.randint(3, 400))
    quotients = simplest_quotients(low, high)
    answer = fraction_from(quotients)
    p, q = answer.numerator, answer.denominator
    assert low <= answer <= high
    assert exhaustive_minima(low, high) == (p, q, p + q)
    assert q <= ceil(1 / (high - low))
    assert q >= fib[len(quotients) + 1]
    target = low + (high - low) * Fr(rng.randint(0, 997), 997)
    assert (p, q) in intermediate_fractions(target)

# Balance and Fourier amplitudes, from explicit words and discrete transforms.
for n in range(3, 31):
    for a in range(1, n):
        if gcd(a, n) != 1:
            continue
        even = np.array(even_word(a, n - a))
        block = np.array([1] * a + [0] * (n - a))
        assert even.sum() == a
        for width in range(1, n):
            counts = [sum(even[(j + k) % n] for k in range(width))
                      for j in range(n)]
            assert max(counts) - min(counts) <= 1
        steps = np.arange(1, n + 1)
        assert np.max(abs(np.cumsum(even) - steps * a / n)) < 1
        excess = np.max(abs(np.cumsum(block) - steps * a / n))
        assert abs(excess - a * (n - a) / n) < 1e-12
        inverse = pow(a, -1, n)
        even_formula = sin(pi / n) / (n * abs(sin(pi * inverse / n)))
        block_formula = sin(pi * a / n) / (n * sin(pi / n))
        even_dft = abs(np.fft.fft(even)[1]) / n
        block_dft = abs(np.fft.fft(block)[1]) / n
        assert abs(even_dft - even_formula) < 1e-12
        assert abs(block_dft - block_formula) < 1e-12
        assert even_dft <= 1 / n + 1e-12 <= block_dft + 2e-12

# Film example.
s_zr, s_hf, density = Fr(5, 2), Fr(11, 4), Fr(55, 2)
d_zr, d_hf = s_zr / density, s_hf / density
x_target, tolerance, film_nm = Fr(1, 2), Fr(1, 100), 10.0


def ratio_for(x):
    return x / (1 - x) * s_hf / s_zr


def composition(a, b, zr_scale=1):
    zr = a * s_zr * zr_scale
    return zr / (zr + b * s_hf)


def thickness(a, b):
    return a * d_zr + b * d_hf


low, high = ratio_for(x_target - tolerance), ratio_for(x_target + tolerance)
target_ratio = ratio_for(x_target)
best = simplest(low, high)
a, b = best.numerator, best.denominator
n = a + b
allowed = [(i, j) for i in range(1, 80) for j in range(1, 80)
           if abs(composition(i, j) - x_target) <= tolerance]
assert min(i + j for i, j in allowed) == n
assert min(thickness(i, j) for i, j in allowed) == thickness(a, b)
terms = expansion(target_ratio)
convergents = [fraction_from(terms[:i + 1]) for i in range(len(terms))]
first_convergent = next(c for c in convergents if low <= c <= high)
ca, cb = first_convergent.numerator, first_convergent.denominator
assert ca + cb > n and best not in convergents

print("Random windows checked:", window_count)
print(f"Zr cations per cycle: {float(s_zr):.2f} nm^-2")
print(f"Hf cations per cycle: {float(s_hf):.2f} nm^-2")
print(f"Cation density: {float(density):.1f} nm^-3")
print(f"Zr, Hf cycle thickness: {float(d_zr):.4f}, {float(d_hf):.4f} nm")
print(f"Target Zr fraction: {float(x_target):.3f} +/- {float(tolerance):.3f}")
print(f"Target cycle ratio: {float(target_ratio):.4f}")
print(f"Ratio window: {float(low):.5f} to {float(high):.5f}")
inner_low, inner_high = 1 / (high - floor(low)), 1 / (low - floor(low))
print(f"Inverted window: {float(inner_low):.4f} to {float(inner_high):.4f}")
print("Target continued fraction:", terms)
print("Answer continued fraction:", simplest_quotients(low, high))
print("Denominator upper bound:", ceil(1 / (high - low)))
print(f"Shortest Zr:Hf supercycle: {a}:{b}, {n} cycles")
print(f"Its Zr fraction: {float(composition(a, b)):.5f}")
wavelength = float(thickness(a, b))
print(f"Its repeat thickness: {wavelength:.4f} nm = {10*wavelength:.3f} angstrom")
print(f"First acceptable convergent: {ca}:{cb}, {ca+cb} cycles")
print(f"Convergent repeat thickness: {float(thickness(ca, cb)):.4f} nm")
saving = 1 - wavelength / float(thickness(ca, cb))
print(f"Repeat thickness saved: {100*saving:.1f} %")
repeats = round(film_nm / wavelength)
print(f"Film: {repeats} repeats, {repeats*n} cycles, {repeats*wavelength:.3f} nm")

print("Tolerance | Zr:Hf | Zr fraction | repeat (nm)")
for tol in (Fr(1, 40), Fr(1, 50), Fr(1, 100), Fr(1, 200), Fr(1, 500)):
    item = simplest(ratio_for(x_target - tol), ratio_for(x_target + tol))
    i, j = item.numerator, item.denominator
    assert abs(composition(i, j) - x_target) <= tol
    print(f"{float(tol):.3f} | {i}:{j} | {float(composition(i,j)):.5f} | "
          f"{float(thickness(i,j)):.4f}")

# Amplitude in cycle index and in true depth.
even, block = even_word(a, b), [1] * a + [0] * b


def depth_amplitude(word):
    edge, total = 0.0, 0j
    for is_zr in word:
        end = edge + float(d_zr if is_zr else d_hf)
        if is_zr:
            total += (np.exp(-2j * pi * end / wavelength)
                      - np.exp(-2j * pi * edge / wavelength)) / (-2j * pi)
        edge = end
    return abs(total)


even_index = abs(np.fft.fft(even)[1]) / n
block_index = abs(np.fft.fft(block)[1]) / n
even_depth, block_depth = depth_amplitude(even), depth_amplitude(block)
assert even_depth < block_depth
print("Even order (Z=Zr, H=Hf):", "".join("Z" if k else "H" for k in even))
print(f"Inverse of {a} modulo {n}: {pow(a, -1, n)}")
print(f"Index amplitude, even/block: {even_index:.4f} / {block_index:.4f}")
print(f"Depth amplitude, even/block: {even_depth:.4f} / {block_depth:.4f}")
print(f"Block maximum running excess: {a*b/n:.3f} cycles")
even_excess = max(abs(sum(even[:m]) - m * a / n) for m in range(1, n + 1))
print(f"Even maximum running excess: {even_excess:.3f} cycles")

# Relative calibration error in s_zr/s_hf.
error = Fr(1, 50)
safe = simplest(low / (1 - error), high / (1 + error))
sa, sb = safe.numerator, safe.denominator


def is_robust(i, j):
    return all(abs(composition(i, j, 1 + sign * error) - x_target)
               <= tolerance for sign in (-1, 1))


robust = [(i, j) for i in range(1, 60) for j in range(1, 60)
          if is_robust(i, j)]
assert min(i + j for i, j in robust) == sa + sb and is_robust(sa, sb)
shifted_x = composition(a, b, 1 + error)
assert abs(shifted_x - x_target) > tolerance
print(f"Calibration error: {100*float(error):.1f} %")
print(f"{a}:{b} Zr fraction with +error: {float(shifted_x):.5f}")
print(f"Calibration-safe supercycle: {sa}:{sb}")
print(f"Its repeat thickness: {float(thickness(sa, sb)):.4f} nm")


# Growth on the other oxide, counted explicitly cycle by cycle.
def surface_composition(word, delta_zr, delta_hf):
    zr = hf = Fr(0)
    for j, is_zr in enumerate(word):
        switched = word[j - 1] != is_zr
        if is_zr:
            zr += s_zr * (1 + (delta_zr if switched else 0))
        else:
            hf += s_hf * (1 + (delta_hf if switched else 0))
    return zr / (zr + hf)


for delta_zr, delta_hf in ((Fr(1, 100), Fr(-1, 100)),
                           (Fr(1, 50), Fr(0)), (Fr(1, 20), Fr(-1, 20))):
    surface_low = low * (1 + delta_hf) - delta_zr
    surface_high = high * (1 + delta_hf) - delta_zr
    surface_best = simplest(max(Fr(1), surface_low), surface_high)
    ua, ub = surface_best.numerator, surface_best.denominator
    shortest = next((i, total - i) for total in itertools.count(2)
                    for i in range(1, total)
                    if gcd(i, total) == 1 and
                    abs(surface_composition(even_word(i, total - i),
                                            delta_zr, delta_hf)
                        - x_target) <= tolerance)
    assert shortest == (ua, ub)
surface_x = surface_composition(even, delta_zr, delta_hf)
surface_block_x = surface_composition(block, delta_zr, delta_hf)
corrected_x = surface_composition(even_word(ua, ub), delta_zr, delta_hf)
print(f"Assumed surface changes Zr/Hf: {100*float(delta_zr):+.1f} / "
      f"{100*float(delta_hf):+.1f} %")
print(f"{a}:{b} even-order Zr fraction then: {float(surface_x):.5f}")
print(f"{a}:{b} block-order Zr fraction then: {float(surface_block_x):.5f}")
print(f"Surface-corrected supercycle: {ua}:{ub}")
print(f"Its corrected Zr fraction: {float(corrected_x):.5f}")

# Submonolayer growth: rough layer spacing from the cation density.
spacing = float(density) ** (-1 / 3)
cycles_per_layer = spacing / (wavelength / n)
layer_window = ceil(cycles_per_layer)


def window_range(word):
    counts = [sum(word[(j + k) % n] for k in range(layer_window))
              for j in range(n)]
    return min(counts), max(counts)


print(f"Rough cation-layer spacing: {spacing:.3f} nm")
print(f"Cycles per cation layer: {cycles_per_layer:.2f}")
print(f"Zr counts in {layer_window} cycles, even: {window_range(even)}")
print(f"Zr counts in {layer_window} cycles, block: {window_range(block)}")

# Diffusion: evolve a block composition profile on a periodic grid.
points = 150
grid = (np.arange(points) + 0.5) / points
profile = (grid < float(a * d_zr) / wavelength).astype(float)
laplacian = (np.roll(np.eye(points), 1, 0) + np.roll(np.eye(points), -1, 0)
             - 2 * np.eye(points)) * points**2
evolved = expm(laplacian / (4 * pi**2)) @ profile
decay = abs(np.fft.fft(evolved)[1] / np.fft.fft(profile)[1])
assert abs(decay - exp(-1)) < 1e-3  # second-order grid error

# Cation jumps on an fcc lattice: mean squared depth change gives D.
jumps = [v for v in itertools.product((-1, 0, 1), repeat=3)
         if sum(k * k for k in v) == 2]
mean_z2 = np.mean([v[2]**2 / 2 for v in jumps])
assert len(jumps) == 12 and abs(mean_z2 / 2 - 1 / 6) < 1e-12
jump_nm = sqrt(2) * (4 / float(density)) ** (1 / 3) / 2
temperature, anneal_s, attempt = 773.0, 30.0, 1e13
kt = constants.k * temperature / constants.e


def log_amplitude(barrier):
    diffusion = attempt * exp(-barrier / kt) * jump_nm**2 * mean_z2 / 2
    return -4 * pi**2 * diffusion * anneal_s / wavelength**2


threshold = brentq(lambda e: log_amplitude(e) + 1, 0.5, 6.0)
formula = kt * log(4 * pi**2 * attempt * jump_nm**2 * anneal_s
                   / (6 * wavelength**2))
assert abs(threshold - formula) < 1e-8
print(f"Anneal: {temperature:.0f} K, {anneal_s:.0f} s")
print(f"Attempt rate: {attempt:.1e} s^-1; jump length: {jump_nm:.3f} nm")
print(f"sqrt(Dt) for 1/e fundamental: {wavelength/(2*pi):.4f} nm")
print(f"Hopping barrier for 1/e fundamental: {threshold:.3f} eV")
print("checks complete")
```

It prints:

```
Random windows checked: 400
Zr cations per cycle: 2.50 nm^-2
Hf cations per cycle: 2.75 nm^-2
Cation density: 27.5 nm^-3
Zr, Hf cycle thickness: 0.0909, 0.1000 nm
Target Zr fraction: 0.500 +/- 0.010
Target cycle ratio: 1.1000
Ratio window: 1.05686 to 1.14490
Inverted window: 6.9014 to 17.5862
Target continued fraction: [1, 10]
Answer continued fraction: [1, 7]
Denominator upper bound: 12
Shortest Zr:Hf supercycle: 8:7, 15 cycles
Its Zr fraction: 0.50955
Its repeat thickness: 1.4273 nm = 14.273 angstrom
First acceptable convergent: 11:10, 21 cycles
Convergent repeat thickness: 2.0000 nm
Repeat thickness saved: 28.6 %
Film: 7 repeats, 105 cycles, 9.991 nm
Tolerance | Zr:Hf | Zr fraction | repeat (nm)
0.025 | 1:1 | 0.47619 | 0.1909
0.020 | 7:6 | 0.51471 | 1.2364
0.010 | 8:7 | 0.50955 | 1.4273
0.005 | 10:9 | 0.50251 | 1.8091
0.002 | 11:10 | 0.50000 | 2.0000
Even order (Z=Zr, H=Hf): HZHZHZHZHZHZHZZ
Inverse of 8 modulo 15: 2
Index amplitude, even/block: 0.0341 / 0.3189
Depth amplitude, even/block: 0.0339 / 0.3182
Block maximum running excess: 3.733 cycles
Even maximum running excess: 0.933 cycles
Calibration error: 2.0 %
8:7 Zr fraction with +error: 0.51450
Calibration-safe supercycle: 10:9
Its repeat thickness: 1.8091 nm
Assumed surface changes Zr/Hf: +5.0 / -5.0 %
8:7 even-order Zr fraction then: 0.53304
8:7 block-order Zr fraction then: 0.51290
Surface-corrected supercycle: 1:1
Its corrected Zr fraction: 0.50119
Rough cation-layer spacing: 0.331 nm
Cycles per cation layer: 3.48
Zr counts in 4 cycles, even: (2, 3)
Zr counts in 4 cycles, block: (0, 4)
Anneal: 773 K, 30 s
Attempt rate: 1.0e+13 s^-1; jump length: 0.372 nm
sqrt(Dt) for 1/e fundamental: 0.2272 nm
Hopping barrier for 1/e fundamental: 2.167 eV
checks complete
```
